# Why a crystal's bulk current does not determine its orbital magnetisation, part 1

(Sections cited here and not found follow in the second part.)

In Gaussian units a magnetisation has the dimensions of a current density times a length divided by \(c\). It is an axial vector, and it is odd under time reversal, as the current is. The simplest object with these properties is linear in the current, and a rigid translation of the crystal restricts what such an object can be. Let the bulk current be periodic with zero average,

\[
\mathbf j(\mathbf r)=\sum_{\mathbf G\neq 0}\mathbf j_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},
\]

where \(\mathbf G\) runs over the reciprocal lattice. Any linear rule has the form \(M_\alpha=\frac1c\sum_{\mathbf G\ne0}K_{\alpha\beta}(\mathbf G)\,j_{\mathbf G,\beta}\), where \(K\) has the dimension of length and repeated indices are summed. Moving the crystal by \(\mathbf t\) turns \(\mathbf j(\mathbf r)\) into \(\mathbf j(\mathbf r-\mathbf t)\), so \(\mathbf j_{\mathbf G}\to\mathbf j_{\mathbf G}e^{-i\mathbf G\cdot\mathbf t}\), while the magnetisation of the material cannot change. If \(K\) stays fixed, the sum \(\sum_{\mathbf G\neq0}K\,\mathbf j_{\mathbf G}e^{-i\mathbf G\cdot\mathbf t}\) must be independent of \(\mathbf t\). It is a Fourier series in \(\mathbf t\) with no constant term, so it can be constant only if it is zero. A linear rule that gives a nonzero answer must therefore carry a position \(\mathbf r_0\) of its own, and its terms must look like a length times \(\mathbf j_{\mathbf G}e^{i\mathbf G\cdot\mathbf r_0}/c\). The integral of \(\mathbf r\times\mathbf j\) over a unit cell has exactly this form, with \(\mathbf r_0\) the corner of the cell and a lattice vector as the length.

## The belief and its appeal

The algebra uses Gaussian atomic units: \(\hbar=m_e=e=1\), electron charge \(-1\), Bohr magneton \(\mu_B=1/2c\). Only orbital currents are considered. The belief is that the macroscopic magnetisation of a crystal is

\[
\mathbf M \overset{?}{=}\frac{\mathbf m_{\rm cell}}{V},\qquad \mathbf m_{\rm cell}=\frac1{2c}\int_{\rm cell}\mathbf r\times\mathbf j\,d^3r ,
\]

with \(V\) the cell volume. Three true statements support it.

First, the same integral over a whole finite sample is the exact moment. For independent electrons \(H=\boldsymbol\pi^2/2+U\) with \(\boldsymbol\pi=\mathbf p+\mathbf A/c\), and a state \(\psi\) carries the charge current \(-\mathrm{Re}\,\psi^*\boldsymbol\pi\psi\). A change \(\delta\mathbf A\) gives \(\delta H=(\boldsymbol\pi\cdot\delta\mathbf A+\delta\mathbf A\cdot\boldsymbol\pi)/2c\). First-order perturbation theory, summed with the occupations \(f\) at fixed chemical potential \(\mu\), changes the grand potential by \(\delta\Omega=\sum f\,\delta\varepsilon=-\frac1c\int\mathbf j\cdot\delta\mathbf A\,d^3r\). For a uniform field \(\delta\mathbf A=\frac12\delta\mathbf B\times\mathbf r\), and the cyclic property \(\mathbf j\cdot(\delta\mathbf B\times\mathbf r)=\delta\mathbf B\cdot(\mathbf r\times\mathbf j)\) gives

\[
-\frac{\partial\Omega}{\partial\mathbf B}=\frac1{2c}\int_{\rm all\ space}\mathbf r\times\mathbf j\,d^3r=\mathbf m_{\rm sample}.
\]

The macroscopic \(\mathbf M\) is this moment per volume for a large sample.

Second, an extensive quantity given by a density that is periodic in the bulk, such as the number of electrons, is the number of cells times a cell integral, with a negligible surface correction.

Third, the cell integral survives the obvious objection that \(\mathbf r\) needs an origin. Replacing \(\mathbf r\) by \(\mathbf r-\mathbf d\) changes \(\mathbf m_{\rm cell}\) by \(-\frac1{2c}\mathbf d\times\int_{\rm cell}\mathbf j\), and the cell integral of \(\mathbf j\) vanishes in equilibrium. For Bloch electrons it equals \(-V\sum_n\int\frac{d^3k}{(2\pi)^3}f\,\nabla_{\mathbf k}\varepsilon_n\); with \(g'=f\) the integrand is \(\nabla_{\mathbf k}\,g(\varepsilon_n-\mu)\), the gradient of a function periodic in \(\mathbf k\), and it integrates to zero.

The weak link is the use of the second statement, because \(\mathbf r\times\mathbf j\) is not periodic. The factor \(\mathbf r\) grows with the sample size \(L\), so a current confined to a surface layer contributes of order \(L\cdot L^2\), the same order as the volume. Independence of the origin of \(\mathbf r\) also says nothing about moving the cell walls.

## What the bulk current determines

Let \(\mathbf j\) be stationary, so \(\nabla\cdot\mathbf j=0\), which reads \(\mathbf G\cdot\mathbf j_{\mathbf G}=0\). A local magnetisation is any periodic field with \(c\nabla\times\mathbf M=\mathbf j\). Writing \(\mathbf M(\mathbf r)=\mathbf M_0+\sum_{\mathbf G\ne0}\mathbf M_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), the condition is \(ic\,\mathbf G\times\mathbf M_{\mathbf G}=\mathbf j_{\mathbf G}\) for each \(\mathbf G\neq0\), and there is no condition on \(\mathbf M_0\), since a constant has no curl. One solution is

\[
\mathbf M_{T,\mathbf G}=\frac{i\,\mathbf G\times\mathbf j_{\mathbf G}}{c\,G^2},
\]

because the rule \(\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)\) gives

\[
ic\,\mathbf G\times\mathbf M_{T,\mathbf G}=-\frac{\mathbf G(\mathbf G\cdot\mathbf j_{\mathbf G})-G^2\,\mathbf j_{\mathbf G}}{G^2}=\mathbf j_{\mathbf G}.
\]

For any other solution the difference \(\mathbf D_{\mathbf G}=\mathbf M_{\mathbf G}-\mathbf M_{T,\mathbf G}\) obeys \(\mathbf G\times\mathbf D_{\mathbf G}=0\), so it is parallel to \(\mathbf G\) and can be written \(i\mathbf G f_{\mathbf G}\). That is the Fourier coefficient of the gradient of a periodic function. All periodic solutions are therefore

\[
\mathbf M(\mathbf r)=\mathbf M_T(\mathbf r)+\nabla f(\mathbf r)+\mathbf M_0 ,
\]

with \(f\) periodic and \(\mathbf M_0\) constant. The two freedoms differ in kind. The gradient of a periodic function has no \(\mathbf G=0\) term, so it averages to zero over the cell. The constant is also a gradient, \(\nabla(\mathbf M_0\cdot\mathbf r)\), but of a function that is not periodic, and it is the whole cell average of \(\mathbf M(\mathbf r)\).

## The cell integral in closed form

For any smooth field \(\mathbf M\), the contraction \(\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}\) gives

\[
[\mathbf r\times(\nabla\times\mathbf M)]_i=\epsilon_{ijk}r_j\,\epsilon_{klm}\partial_lM_m=r_j\partial_iM_j-r_j\partial_jM_i .
\]

The product rule moves the derivatives: \(r_j\partial_iM_j=\partial_i(r_jM_j)-M_i\), because \(\partial_ir_j=\delta_{ij}\), and \(r_j\partial_jM_i=\partial_j(r_jM_i)-3M_i\), because \(\partial_jr_j=3\). The terms without derivatives add to \(-M_i+3M_i=2M_i\). The divergence theorem turns the rest into \(\oint[n_i\,\mathbf r\cdot\mathbf M-M_i\,\mathbf r\cdot\mathbf n]\,dS\), which is the \(i\) component of \(\oint\mathbf r\times(\mathbf n\times\mathbf M)\,dS\), with \(\mathbf n\) the outward normal. Multiplying by \(\frac12\) and using \(\mathbf j=c\nabla\times\mathbf M\),

\[
\frac1{2c}\int_{\mathcal V}\mathbf r\times\mathbf j\,d^3r=\int_{\mathcal V}\mathbf M\,d^3r+\frac12\oint_{\partial \mathcal V}\mathbf r\times(\mathbf n\times\mathbf M)\,dS. \tag{1}
\]

Take the cell \(\mathbf r=\mathbf r_0+\sum_k u_k\mathbf a_k\), \(0\le u_k\le1\), with right-handed lattice vectors and \(\mathbf a_k\cdot\mathbf b_l=2\pi\delta_{kl}\). The volume term is \(V\mathbf M_0\). On the face \(u_k=1\) the area element is \(\mathbf n\,dS=\mathbf a_l\times\mathbf a_m\,du_l\,du_m=(V/2\pi)\,\mathbf b_k\,du_l\,du_m\), with \((k,l,m)\) cyclic. On the face \(u_k=0\) it has the opposite sign. The point \(\mathbf r\) on the second face is paired with \(\mathbf r+\mathbf a_k\) on the first, and \(\mathbf M\) is the same at both. The pair of faces therefore contributes

\[
\int\big[(\mathbf r+\mathbf a_k)-\mathbf r\big]\times\Big(\frac{V}{2\pi}\mathbf b_k\times\mathbf M\Big)du_l\,du_m=\frac{V}{2\pi}\,\mathbf a_k\times\big(\mathbf b_k\times\langle\mathbf M\rangle_k\big),
\]

where \(\langle\mathbf M\rangle_k\) is the average over the face through \(\mathbf r_0\). For \(\mathbf G=\sum_i n_i\mathbf b_i\) the face average of \(e^{i\mathbf G\cdot\mathbf r}\) is \(e^{i\mathbf G\cdot\mathbf r_0}\int_0^1e^{2\pi in_lu_l}du_l\int_0^1e^{2\pi in_mu_m}du_m\), which vanishes unless \(n_l=n_m=0\). Hence

\[
\langle\mathbf M\rangle_k=\mathbf M_0+\sum_{n\ne0}\mathbf M_{n\mathbf b_k}e^{in\mathbf b_k\cdot\mathbf r_0}.
\]

The constant part is summed with \(\sum_k\mathbf b_k(\mathbf a_k\cdot\mathbf x)=2\pi\mathbf x\), which is the expansion of \(\mathbf x\) in the basis \(\mathbf b_k\):

\[
\sum_k\mathbf a_k\times(\mathbf b_k\times\mathbf M_0)=\sum_k\big[\mathbf b_k(\mathbf a_k\cdot\mathbf M_0)-\mathbf M_0\,\mathbf a_k\cdot\mathbf b_k\big]=2\pi\mathbf M_0-6\pi\mathbf M_0=-4\pi\mathbf M_0 .
\]

Multiplied by \(\frac12\cdot\frac{V}{2\pi}\) this is \(-V\mathbf M_0\), and it cancels the volume term of (1). In the remaining terms, \(ic\,n\mathbf b_k\times\mathbf M_{n\mathbf b_k}=\mathbf j_{n\mathbf b_k}\) gives \(\mathbf b_k\times\mathbf M_{n\mathbf b_k}=\mathbf j_{n\mathbf b_k}/(icn)\); the gradient part drops out because it is parallel to \(\mathbf b_k\). The result is

\[
\frac{\mathbf m_{\rm cell}}{V}=\frac1{4\pi c}\sum_{k=1}^3\sum_{n\ne0}\frac{\mathbf a_k\times\mathbf j_{n\mathbf b_k}}{in}\,e^{in\mathbf b_k\cdot\mathbf r_0}. \tag{2}
\]

This has the form the translation argument required. Every term oscillates with the corner \(\mathbf r_0\), so the average of \(\mathbf m_{\rm cell}\) over all positions of the cell is zero for every crystal, and a value independent of position can only be zero. The cell shape matters as well: the integral samples only the Fourier components along the three directions \(\mathbf b_k\) normal to the faces, and another choice of primitive vectors can change some of these directions and so sample other components.

## Where the constant is kept

Any value of \(\mathbf M_0\) can be realised by a conserved current that agrees with \(\mathbf j\) in the bulk. Let \(\chi(\mathbf r)\) be 1 inside a large region and fall smoothly to 0 across its surface, and define \(\mathbf J=c\nabla\times(\chi\mathbf M)=\chi\mathbf j+c\nabla\chi\times\mathbf M\). Being a curl, \(\mathbf J\) is divergence-free. It equals \(\mathbf j\) where \(\chi=1\) and vanishes outside. For a sharp cut \(\nabla\chi=-\mathbf n\,\delta_S\), and the second term is the surface current \(\mathbf K=c\,\mathbf M\times\mathbf n\). Identity (1) applied to \(\chi\mathbf M\), with the bounding surface drawn in the vacuum, has no surface term, so the moment is \(\int\chi\mathbf M\,d^3r\). This is \(\mathbf M_0\) times the sample volume, plus a correction, at most of the order of the surface area, from the periodic parts in incomplete cells. Samples built with different \(\mathbf M_0\) have the same interior current and different moments per volume.

For a given physical sample the constant is found by integrating inward from the vacuum. In two dimensions \(\mathbf M=M\hat{\mathbf z}\) and \(\mathbf j=c(\partial_yM,-\partial_xM)\), with \(\mathbf j\) a sheet current. Define \(cM(\mathbf r)=\int(j_x\,dy-j_y\,dx)\) along a path from a point outside the sample to \(\mathbf r\). The difference between two paths is the flux of \(\mathbf j\) through a closed curve, which is zero since \(\nabla\cdot\mathbf j=0\), so \(M\) is single-valued, and for a sample without holes it vanishes everywhere outside. The moment is \(\frac1{2c}\int(xj_y-yj_x)\,d^2r=-\frac12\int(x\partial_xM+y\partial_yM)\,d^2r=\int M\,d^2r\) after one integration by parts in each term. For the component of the magnetisation along its axis, a long three-dimensional prism reduces to this case, apart from its ends, by averaging the current along that axis. For a straight edge along \(x\) with vacuum below, averaging \(j_x=c\,\partial_yM\) over \(x\) gives

\[
c\bar M(y)=\int_{-\infty}^{y}\bar j_x(y')\,dy', \tag{3}
\]

and the average of \(\bar M(y)\) over one bulk period in \(y\) is \(M_0\). So \(cM_0\) is the net current carried by the edge, counted counter-clockwise.

This does not make \(M_0\) depend on how the edge is cut. In a connected interior the constant is the same everywhere, so in a sample without holes every stretch of the boundary carries the same net current. If the grand potential is the area times a bulk function of \(\mu\) and \(B\) plus a perimeter term, \(M_0\) is minus the \(B\) derivative of that bulk function. It is a bulk property that is not a property of the bulk current.

Identity (1) also shows when the belief is right. With \(\mathbf M\) the field continued from the vacuum, \(\mathbf m_{\rm cell}=V\mathbf M_0\) exactly when the surface term vanishes. A sufficient condition is that the sample current is a sum of identical closed distributions, each inside its own cell, with nothing else at the boundary, as in a crystal of non-overlapping molecules cut between molecules. Vanishing current on the cell walls is not enough. In two dimensions, \(\mathbf j=0\) in the connected region between the molecules makes \(M\) a constant \(M_{\rm gap}\) there, the face sum evaluated above contributes \(-M_{\rm gap}\) per area, and \(m_{\rm cell}/A=M_0-M_{\rm gap}\). The term \(cM_{\rm gap}\) is a current running round the sample.

The bulk current leaves the constant \(\mathbf M_0\), which is the macroscopic magnetisation, undetermined, and the cell integral either depends on where the cell is placed or is zero. It remains to show in a quantum model that electrons in equilibrium use this freedom, and to draw the consequences for NMR shielding.
